# Refraction-Corrected Bragg Law for a Periodic Multilayer

## What goes wrong

A stack repeats every 7.0 nm. Its X-ray reflectivity curve shows peaks at several grazing angles, and ordinary Bragg's law, \(m\lambda=2\Lambda\sin\theta\), is used to turn each peak into a period. For the Mo/Si stack calculated below, orders 1 to 4 give 6.24, 6.78, 6.90 and 6.94 nm. One stack has acquired four periods, and the first is 11% too short.

The missing ingredient is refraction. Inside matter the X-ray wave has a different normal wavelength from the one it has in vacuum. The correction is small on the scale of the refractive index, but not on the scale of \(\sin^2\theta\) at grazing incidence.

## Stage 1: one uniform medium with faint marks

Let \(\theta\) be the angle between the incoming ray and the surface, \(\lambda\) the vacuum wavelength and \(k=2\pi/\lambda\). The refractive index is \(n=1-\delta+i\beta\), where \(\delta\) describes refraction and \(\beta\) absorption. Set \(\beta=0\) for now.

The simplest case is a uniform medium that contains very faint reflecting planes a distance \(\Lambda\) apart. The planes are too weak to alter the index. Since the surface is flat, the wavevector along it is the same inside and outside, \(k\cos\theta\). The total wavevector inside is \(nk\), so the normal component is \(kq\), with

\[
q^2=n^2-\cos^2\theta=(1-2\delta+\delta^2)-(1-\sin^2\theta)\approx\sin^2\theta-2\delta .
\]

The dropped \(\delta^2\) is about \(10^{-9}\) when \(\delta\) is about \(3\times10^{-5}\).

A wave reflected one plane deeper travels the spacing twice and gains the phase \(2kq\Lambda\). Neighbouring planes reflect in phase when this equals \(2\pi m\), with \(m\) a positive integer. Hence \(q=m\lambda/(2\Lambda)\), and squaring gives

\[
\sin^2\theta=\left(\frac{m\lambda}{2\Lambda}\right)^2+2\delta .
\]

Two limits test this. For \(\delta\to0\) it is ordinary Bragg's law. For \(\Lambda\to\infty\) at fixed \(m\) the first term vanishes and \(\sin^2\theta=2\delta\). There \(q=0\), which is the critical angle of total reflection. The sign is also clear: \(q\) is smaller than \(\sin\theta\), so the outside angle must be larger to supply the required phase.

## Stage 2: layers with different indices

Now let one period contain layers of thickness \(d_j\) and index decrement \(\delta_j\), with \(\sum_j d_j=\Lambda\). Compare reflections from equivalent interfaces in neighbouring periods. Their reflection coefficients are equal. Crossing an interface down and back up multiplies the amplitude by \(1-r^2\), where \(r\) is the interface reflection coefficient. This factor is real and positive as long as every \(q_j\) is real, so it adds no phase. The phase comes from the paths in the layers:

\[
2k\sum_j q_jd_j=2\pi m
\quad\Longrightarrow\quad
\sum_j q_jd_j=\frac{m\lambda}{2}.
\]

Write \(s=\sin\theta\). If \(s^2\) is well above every \(2\delta_j\), the square root can be expanded:

\[
q_j=s\sqrt{1-\frac{2\delta_j}{s^2}}
= s-\frac{\delta_j}{s}-\frac{\delta_j^2}{2s^3}-\dots
\]

Define the average over a period, \(\bar\delta=\frac1\Lambda\sum_j\delta_jd_j\), and likewise \(\overline{\delta^2}\). Dividing the phase condition by \(\Lambda\) gives

\[
s-\frac{\bar\delta}{s}-\frac{\overline{\delta^2}}{2s^3}=\frac{m\lambda}{2\Lambda}.
\]

Square both sides and keep terms up to second order in \(\delta\). The cross term of \(s\) with \(-\bar\delta/s\) is \(-2\bar\delta\), the square of \(-\bar\delta/s\) is \(\bar\delta^2/s^2\), and the cross term of \(s\) with the last term is \(-\overline{\delta^2}/s^2\). Therefore

\[
s^2=\left(\frac{m\lambda}{2\Lambda}\right)^2+2\bar\delta
+\frac{\overline{\delta^2}-\bar\delta^2}{s^2}.
\]

To first order in \(\delta\) the last term is dropped, and

\[
\boxed{\;\sin^2\theta_m=\left(\frac{\lambda}{2\Lambda}\right)^2m^2+2\bar\delta\;}
\]

At fixed wavelength, \(\sin^2\theta_m\) is linear in \(m^2\), with slope \((\lambda/2\Lambda)^2\) and intercept \(2\bar\delta\). The order of the layers and their individual indices have dropped out. For a gradual profile \(\delta(z)\) the sums become integrals over depth \(z\).

The limit of equal layers returns Stage 1, because the variance \(\overline{\delta^2}-\bar\delta^2\) is then zero. The variance term also shows where the expansion weakens: at low angles and strong contrast.

## Stage 3: multiple reflection

The phase argument followed single reflections. A strong multilayer reflects the wave many times, so the centre of the peak needs a separate derivation.

Take the electric field parallel to the surface, with depth dependence \(\psi(z)\). In a lossless periodic medium

\[
\psi''+k^2\left[S-2\delta(z)\right]\psi=0,\qquad S=\sin^2\theta .
\]

Expand the profile as \(\delta(z)=\bar\delta+\sum_{l\ne0}\delta_l e^{2\pi ilz/\Lambda}\). Since \(\delta(z)\) is real, \(\delta_{-l}=\delta_l^*\). Near order \(m\), the component \(\delta_m\) couples a downward and an upward wave whose wavenumbers differ by \(2\pi m/\Lambda\). With \(\kappa=m\pi/\Lambda\), try

\[
\psi=A e^{i(\kappa+p)z}+B e^{i(-\kappa+p)z},
\]

where \(p\) is small. Differentiating twice gives factors \(-(\kappa+p)^2\approx-(\kappa^2+2\kappa p)\) and \(-(\kappa^2-2\kappa p)\). Note that \(\kappa/k=m\lambda/(2\Lambda)\), and let

\[
D=S-\left(\frac{m\lambda}{2\Lambda}\right)^2-2\bar\delta
\]

be the distance from the boxed law. Collecting the terms with each exponential gives

\[
\left(D-\frac{2\kappa p}{k^2}\right)A=2\delta_mB,\qquad
\left(D+\frac{2\kappa p}{k^2}\right)B=2\delta_m^*A .
\]

Multiply the two equations and cancel \(AB\):

\[
\left(\frac{2\kappa p}{k^2}\right)^2=D^2-4|\delta_m|^2 .
\]

For \(|D|<2|\delta_m|\) the right side is negative and \(p\) is imaginary. The wave then decays with depth, and a thick lossless stack reflects it. This range is the stop band. It is centred on \(D=0\), which is the boxed law, and its half-width in \(\sin^2\theta\) is \(2|\delta_m|\).

The other waves, with wavenumbers \(\kappa+2\pi l/\Lambda\), were left out. For \(l\neq0,-m\) their squared wavenumbers differ from \(\kappa^2\) by \((2\pi/\Lambda)^2l(l+m)\), which is not zero. They are therefore driven only to an amplitude of order \(\delta\), and their action back on \(A\) and \(B\) is of order \(\delta^2\). The centre is unchanged to first order.

For two layers, let the denser one, A, fill a fraction \(\Gamma\) of the period. The constant part \(\delta_B\) integrates to zero, so

\[
\delta_m=\frac{\delta_A-\delta_B}{\Lambda}\int_0^{\Gamma\Lambda}e^{-2\pi imz/\Lambda}dz
=(\delta_A-\delta_B)\frac{1-e^{-2\pi im\Gamma}}{2\pi im}.
\]

Since \(|1-e^{-ix}|=2|\sin(x/2)|\),

\[
|\delta_m|=(\delta_A-\delta_B)\frac{|\sin(\pi m\Gamma)|}{\pi m}.
\]

When the contrast vanishes, the band closes, as it must. When \(m\Gamma\) is an integer, the order is missing at this level of approximation.

## Stage 4: numbers for a Mo/Si stack

The example has \(\lambda=0.154\) nm, near Cu Kα, and 40 periods of 2.8 nm Mo and 4.2 nm Si on silicon. Thus \(\Lambda=7.0\) nm and \(\Gamma=0.4\), which makes order 5 missing. Rough optical constants are \(\delta=2.9\times10^{-5}\), \(\beta=2.0\times10^{-6}\) for Mo and \(\delta=7.5\times10^{-6}\), \(\beta=1.7\times10^{-7}\) for Si. Then

\[
\bar\delta=0.4(2.9\times10^{-5})+0.6(7.5\times10^{-6})=1.61\times10^{-5},
\]
\[
\left(\frac{0.154}{2\times7.0}\right)^2=1.21\times10^{-4}.
\]

For \(m=1\) the law gives \(\sin^2\theta=1.210\times10^{-4}+0.322\times10^{-4}=1.532\times10^{-4}\), or \(\theta=0.709^\circ\). Without refraction the angle would be \(0.630^\circ\). For \(m=4\) the two angles are \(2.543^\circ\) and \(2.522^\circ\). The added term is the same, but it is a smaller part of the total.

The lossless stop band can also be found without expanding in \(\delta\). The transfer matrix carries the field and its derivative through one period, and the band edges lie where half its trace is \(\pm1\). Solving for these edges numerically puts the band centres at \(-2.1\), \(+2.1\), \(+0.9\) and \(+0.5\) times \(10^{-7}\) from the law for orders 1 to 4. The largest of these is 0.7% of \(2\bar\delta\).

The phase condition of Stage 2, solved numerically without expansion, is off by \(+9.5\times10^{-7}\) at \(m=1\). Its error there has the opposite sign to that of the band centre. The two derivations agree to first order. For orders 2 to 4 their remaining errors also agree within 10%, but at \(m=1\) the variance term of Stage 2 has the wrong sign and should not be used to correct the band centre.

The first half-width from the formula is \(1.30\times10^{-5}\), against \(1.29\times10^{-5}\) from the matrix. For \(m=2\) the values are \(4.0\times10^{-6}\) and \(4.4\times10^{-6}\), so the first-order width is 9% too small there.

## Stage 5: which point of the peak?

The first stop band extends \(1.3\times10^{-5}\) to either side of its centre, which is 40% of the intercept. "Peak angle" therefore needs a definition.

Put \(z=0\) at the middle of a Mo layer, so that \(\delta_1\) is real and positive. At a band edge \(p=0\) and \(DA=2\delta_1B\). At the high-angle edge \(D=2\delta_1\), so \(A=B\) and \(\psi\propto\cos(\pi z/\Lambda)\), which is largest in the middle of the Mo. At the low-angle edge \(A=-B\) and \(\psi\propto\sin(\pi z/\Lambda)\), which has a node there. Mo absorbs more than Si, so less is lost at the low-angle edge, and the top of the peak tilts toward it.

The reflectivity of the whole absorbing stack was calculated with the Parratt recursion, which combines the reflections of all interfaces from the substrate upward and includes multiple reflection. Interfaces were taken as smooth. The first maximum lies at \(0.690^\circ\), displaced from the law by \(-8.4\times10^{-6}\) in \(\sin^2\theta\), or 26% of \(2\bar\delta\). With the period-averaged \(\beta\) held fixed, placing all absorption in Mo gives a displacement of \(-1.0\times10^{-5}\), while placing it all in Si gives \(+4.8\times10^{-6}\). The reversal supports the standing-wave explanation.

For the first order, the midpoint between the two half-height positions lies much closer to the law than the maximum does, so midpoints, taken in \(\sin^2\theta\) rather than in \(\theta\), are used here for all orders:

| \(m\) | midpoint \(\sin^2\theta\) | midpoint minus law |
|---|---|---|
| 1 | \(1.5244\times10^{-4}\) | \(-7.6\times10^{-7}\) |
| 2 | \(5.1585\times10^{-4}\) | \(-3.5\times10^{-7}\) |
| 3 | \(1.12153\times10^{-3}\) | \(+3.3\times10^{-7}\) |
| 4 | \(1.96801\times10^{-3}\) | \(-2.0\times10^{-7}\) |

These residuals combine absorption, the finite stack and second-order refraction; the calculation does not separate them.

## Stage 6: recovering the period and the mean index

Two orders already determine the line. From \(m=1\) and \(m=4\),

\[
\text{slope}=\frac{(19.6801-1.5244)\times10^{-4}}{16-1}=1.2104\times10^{-4},
\]
\[
\text{intercept}=(1.5244-1.2104)\times10^{-4}=3.14\times10^{-5}.
\]

A least-squares line through all four midpoints has the same slope to these digits and intercept \(3.17\times10^{-5}\). Hence

\[
\Lambda=\frac{\lambda}{2\sqrt{\text{slope}}}=6.999\ \text{nm},\qquad
\bar\delta=\frac{\text{intercept}}2=1.58\times10^{-5}.
\]

The period is recovered to 0.02% and \(\bar\delta\) is 1.7% below its input. These figures belong to this stack and this definition of the midpoint. Midpoints taken in \(\theta\) put \(\bar\delta\) 2.3% low, and stacks of 20 or 60 periods put it 2.6% or 2.1% low, while the period stays within 0.03%. If the maxima are fitted instead, the intercept falls to \(2.67\times10^{-5}\), 17% below \(2\bar\delta\). Leaving out the first maximum restores it to \(3.16\times10^{-5}\).

The false periods of the opening came from applying \(\Lambda_{\rm app}=m\lambda/(2\sin\theta_m)\) to the midpoints. Dividing the boxed law by \((m\lambda/2)^2\) explains their trend:

\[
\frac1{\Lambda_{\rm app}^2}=\frac1{\Lambda^2}+\frac{8\bar\delta}{m^2\lambda^2}.
\]

The apparent period is too short and approaches \(\Lambda\) as \(m\) grows.

A second case is a change of period at fixed composition and wavelength. At \(m=1\), the ratio of the refraction term to the Bragg term is \(8\bar\delta\Lambda^2/\lambda^2\), which is 0.27 here. Halving \(\Lambda\) divides it by four, to 0.07. Short-period stacks need a smaller relative correction.

## The model beside a real mirror

Mo/Si stacks with a period near 7 nm serve as mirrors for extreme ultraviolet light. The calculation above describes the measurement of such a stack with 0.154 nm X-rays, not its operation in the extreme ultraviolet, where the optical constants are very different. The optical constants above are rough. Treating all electrons as free gives \(\delta=r_e\lambda^2\rho_e/(2\pi)\), with \(r_e\) the classical electron radius and \(\rho_e\) the electron density. With rough mass densities this yields about \(2.9\times10^{-5}\) for Mo and \(7.4\times10^{-6}\) for Si, close to the chosen values. Real interfaces are mixed and rough. Mixing changes \(\delta(z)\), but the law still returns the average of the actual profile. Roughness of 0.3 nm, included by multiplying each interface coefficient by \(\exp(-2k^2q_jq_{j+1}\sigma^2)\) with \(\sigma\) the roughness, changes the fitted intercept by about 0.1%. An error in the zero of the angle scale that makes every angle read \(0.005^\circ\) too large matters more: it raises the intercept by 7%, to \(3.39\times10^{-5}\), and lowers the fitted period to 6.988 nm. The Kα doublet, with a rough relative separation of 0.25%, splits order 4 by \(0.006^\circ\), compared with a peak width of \(0.015^\circ\), so the wavelength used must match the line or mixture of lines that is measured.

The straight line also presumes correctly numbered orders and a period that does not drift with depth. Near the critical angle of the denser layer, the expansion in \(\delta_j/\sin^2\theta\) used in Stage 2 fails. That derivation then no longer supports the law, and fitting the full reflectivity curve is the safer choice.
